# Sulfur chemical potential from an ideal S2 vapour

## Result

Let a crystal exchange sulfur with S$_2$ vapour at temperature $T$ and S$_2$ partial pressure $p$. Let $E$ be the electronic energy of one S$_2$ molecule at the bottom of its potential well. The sulfur chemical potential, measured from $E/2$, is

$$
\Delta\mu_S=\tfrac12\Big[kT\ln\frac{p\lambda^3}{kT}-kT\ln\frac{kT}{2B}+\frac{\hbar\omega}{2}+kT\ln\!\big(1-e^{-\hbar\omega/kT}\big)-kT\ln3\Big]. \quad (1)
$$

Here $\lambda=h/\sqrt{2\pi MkT}$ is the thermal wavelength for molecular mass $M$, $B=\hbar^2/2I$ is the rotational constant for moment of inertia $I$, and $\omega$ is the vibrational angular frequency. The terms come from translation with pressure, rotation, vibration (two terms) and electron spin. The spin term is needed because the ground state of S$_2$ is a triplet.

Equation (1) assumes an ideal, non-degenerate gas of rigid rotors and harmonic oscillators with $kT\gg B$, and exchange equilibrium between crystal and gas.

The numbers below use round parameters in the regime of S$_2$ over growing MoS$_2$ monolayers: atomic mass 32 u, bond length 0.19 nm, $\hbar\omega=90$ meV, $T=1000$ K and $p=1$ Torr. They are rough typical values. At this temperature $kT=0.08617$ eV.

## Stage 1: a gas of structureless particles

For $N$ independent, indistinguishable particles the partition function is $Q=q^N/N!$, where $q$ is the sum over the states of one particle. This holds when states far outnumber particles, so that double occupation is negligible. With Stirling's formula, $\ln N!\simeq N\ln N-N$,

$$
F=-kT\ln Q=-kT\,(N\ln q-N\ln N+N).
$$

Differentiating at fixed $T$ and volume $V$, the last two terms give $-\ln N-1+1=-\ln N$, so

$$
\mu=\frac{\partial F}{\partial N}=-kT\ln\frac qN .
$$

The ideal gas law gives $N=pV/kT$, hence

$$
\mu=-kT\ln\Big[\frac qV\,\frac{kT}{p}\Big]. \quad (2)
$$

For a particle in a cubic box of side $L$, each direction has levels $h^2n^2/8ML^2$ with $n=1,2,\dots$ Since $h^2/MkT=2\pi\lambda^2$, the Boltzmann exponent is $\pi\lambda^2n^2/4L^2$. For $L\gg\lambda$ the sum becomes a Gaussian integral:

$$
\sum_{n\ge1}e^{-\pi\lambda^2n^2/4L^2}\simeq\int_0^\infty e^{-\pi\lambda^2n^2/4L^2}dn=\frac12\sqrt{\frac{4L^2}{\lambda^2}}=\frac L\lambda .
$$

Three directions give $q_{\rm tr}=V/\lambda^3$, and (2) becomes

$$
\mu_{\rm tr}=kT\ln\frac{p\lambda^3}{kT}. \quad (3)
$$

**Limit.** The entropy per particle is $-(\partial\mu/\partial T)_p$. Since $\lambda^3/T\propto T^{-5/2}$, it equals $k[5/2-\ln(p\lambda^3/kT)]$. This is the Sackur–Tetrode entropy of a monatomic gas, as it should be.

**Numbers.** For $M=64$ u, $\lambda=0.00690$ nm and $p\lambda^3/kT=3.17\times10^{-12}$. The small occupation justifies $q^N/N!$. It also makes the logarithm large and negative: the dilute gas offers each molecule very many states.

## Stage 2: two atoms per molecule

The crystal gains atoms, whereas the gas loses molecules. Let $n$ sulfur atoms be in the solid and $N$ molecules in the gas, with $n+2N$ fixed. At constant temperature and volume,

$$
dF=\mu_S\,dn+\mu_{S_2}\,dN=\big(\mu_S-\tfrac12\mu_{S_2}\big)\,dn,
$$

because $dN=-dn/2$. At equilibrium the bracket vanishes:

$$
\mu_S=\tfrac12\mu_{S_2}. \quad (4)
$$

Away from equilibrium the sign of the bracket gives the direction of transfer. If $\tfrac12\mu_{S_2}$ exceeds the chemical potential in the solid, uptake lowers $F$. The difference is a driving force for growth; the rate also needs the barriers for dissociation and attachment, which (4) does not contain.

**A closed case.** Put 30,000 sulfur atoms in a box of side 1 µm at 1000 K, with 20,000 independent binding sites of energy $\epsilon=-1.5$ eV relative to $E/2$. With $n$ of $m$ sites filled,

$$
F_{\rm site}=n\epsilon-kT\ln\frac{m!}{n!(m-n)!},\qquad
\mu_{\rm site}=\epsilon+kT\ln\frac{n}{m-n},
$$

the second by Stirling's formula. I minimised the total free energy over the even values of $n$, building the gas part from explicit sums over the box, rotational, vibrational and spin states. At the minimum $\mu_{\rm site}=-1.48930$ eV. Equation (1), evaluated at the gas pressure of that minimum, also gives $-1.48930$ eV. A step of two in $n$ moves $\mu_{\rm site}$ by $3.5\times10^{-5}$ eV, so agreement is guaranteed only to about that size. Only the atom count $n+2N$ is imposed; the factor one half in (4) then follows from the minimisation.

## Stage 3: rotation

If internal and translational energies add, $q$ is a product, and each internal factor adds $-kT\ln q_i$ to $\mu_{S_2}$.

A rigid rotor has energies $BN(N+1)$ with degeneracy $2N+1$; from here on $N$ is the rotational quantum number. Not every $N$ occurs. The nuclei of $^{32}$S have no spin and are bosons, so the wave function must stay unchanged when they are exchanged. Exchange reverses the molecular axis and multiplies the rotational function by $(-1)^N$. The electronic function is referred to that axis, and it changes as under a half turn about a perpendicular axis. A half turn is inversion combined with reflection in a plane containing the molecular axis. For the ground state $^3\Sigma_g^-$ inversion gives $+1$ and reflection gives $-1$. The total sign is $-(-1)^N$, which must be $+1$, so $N$ is odd.

Set $a=B/kT$ and $f(x)=(2x+1)e^{-ax(x+1)}$. The points $1,3,5,\dots$ are midpoints of cells of width 2 starting at $x=0$. The midpoint rule with its first correction reads

$$
2\sum_{N\ \rm odd}f(N)\simeq\int_0^\infty f\,dx+\frac{2^2}{24}f'(0).
$$

The substitution $y=x(x+1)$ gives $\int_0^\infty e^{-ay}dy=1/a$, and $f'(0)=2-a$. Hence, for $a\ll1$,

$$
q_{\rm rot}=\frac{kT}{2B}+\frac16+O(a). \quad (5)
$$

The 2 in the denominator is the symmetry number. Keeping the first term gives the rotational part of (1).

**High-temperature limit.** The reduced mass is 16 u, so $I=(16\ \mathrm u)(0.19\ \mathrm{nm})^2$ and $B=0.0362$ meV. Then $kT/2B=1190.71$, while direct summation over odd $N$ gives 1190.88. The difference is the $1/6$ in (5).

**Low-temperature limit.** When $kT\ll B$ only $N=1$ survives, and $-kT\ln(3e^{-2B/kT})$ tends to $2B$. Equation (5) cannot describe this regime, but it lies far below any growth temperature. The limit $2B$ also assumes degenerate spin states. A spin splitting of 3 meV far exceeds $B$, and it leaves a single non-degenerate lowest level about 1.9 meV below the mean spin energy of the non-rotating molecule.

If both parities of $N$ were allowed, the sum would double and $\Delta\mu_S$ would fall by $\tfrac12kT\ln2=0.030$ eV at 1000 K.

## Stage 4: vibration and spin

With energy counted from the well bottom, the oscillator levels are $\hbar\omega(v+\tfrac12)$. Writing $u=\hbar\omega/kT$,

$$
q_{\rm vib}=e^{-u/2}\sum_{v\ge0}e^{-uv}=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)}.
$$

Its contribution to $\mu_{S_2}$ is therefore

$$
-kT\ln q_{\rm vib}=\frac{\hbar\omega}2+kT\ln(1-e^{-u})=kT\ln[2\sinh(u/2)]. \quad (6)
$$

**Limits.** For $u\gg1$ this tends to the zero-point energy $\hbar\omega/2$. For $u\ll1$ it tends to $kT\ln u$, the classical oscillator, which is negative. It changes sign at $2\sinh(u/2)=1$, or $u\simeq0.96$. The example has $u=1.044$, close to that point. The vibrational term is consequently only $+0.004$ eV per atom: the zero-point part, $+0.0225$ eV, nearly cancels the thermal part.

Three spin states, taken as degenerate, give $q_{\rm el}=3$ and add $-kT\ln3$ to $\mu_{S_2}$. Summing (3), (5), (6) and the spin term, and halving by (4), gives (1).

## Stage 5: pressure and tabulated data

At fixed $T$, pressure enters (1) through one logarithm. Relative to a standard pressure $p_0$,

$$
\Delta\mu_S(T,p)=\Delta\mu_S(T,p_0)+\tfrac12kT\ln\frac p{p_0}. \quad (7)
$$

A tenfold rise in $p$ adds $\tfrac12kT\ln10=0.099$ eV at 1000 K. With $p_0=1$ bar $=750.06$ Torr, the contributions per atom are, in eV:

- translation at 1 bar: $-0.8555$
- pressure, 1 bar to 1 Torr: $-0.2852$
- rotation: $-0.3052$
- vibration with zero-point energy: $+0.0038$
- spin: $-0.0473$

Their sum is $\Delta\mu_S=-1.489$ eV. Translation and pressure supply about three quarters of it.

To connect with thermal tables, differentiate $\mu_{S_2}-E$ at fixed $p$. The operation $T\,d/dT$ gives $-5/2$ on $\ln(p\lambda^3/kT)$, $-1$ on $-\ln(kT/2B)$, and $-u/(e^u-1)$ on $\ln(1-e^{-u})$. The zero-point energy is constant. The entropy per molecule is therefore

$$
\frac sk=\frac72-\ln\frac{p\lambda^3}{kT}+\ln\frac{kT}{2B}+\frac u{e^u-1}-\ln(1-e^{-u})+\ln3 .
$$

Adding $Ts$ to $\mu_{S_2}-E$ cancels the logarithms and leaves the enthalpy from the well bottom,

$$
h=\frac72kT+\frac{\hbar\omega}2+\frac{\hbar\omega}{e^u-1},\qquad \Delta\mu_S=\tfrac12(h-Ts). \quad (8)
$$

The $7/2$ consists of $3/2$ from translation, 1 from rotation and 1 from the product of pressure and volume, which is $kT$ per molecule. In the example $h=0.3955$ eV and $s=39.158\,k$, so $\tfrac12(0.3955-39.158\times0.08617)=-1.489$ eV, as before.

Let $h(0)$ be the enthalpy of a molecule at rest in its lowest level. A table may count enthalpy from there; if it counts from another temperature $T_r$, then $h(T_r)-h(0)$ must be added to its entries. Neglecting the rotational energy and the spin splitting of the lowest level, which for a splitting of 3 meV matter by about 1 meV per atom, $h(0)=\hbar\omega/2$, and (7) and (8) give

$$
\Delta\mu_S=\frac{\hbar\omega}4+\tfrac12\big\{[h(T)-h(0)]-Ts(T,p_0)\big\}+\tfrac12kT\ln\frac p{p_0}.
$$

One may instead place $\hbar\omega/4$ in the reference energy. The example then reads $-1.512$ eV instead of $-1.489$ eV. Either convention works if the crystal energies use the same reference. A diagram referred to solid elemental sulfur needs a further constant, $E/2$ minus the energy per atom of that solid.

## Stage 6: a line in the growth diagram

Consider two terminations of a crystal edge with equal metal content. Termination 2 has $\Delta n>0$ more sulfur atoms than termination 1. Neglecting vibrations of the solid for now, the free energy to compare is energy minus $\mu_S$ times the number of sulfur atoms. With $\Delta E=E_2-E_1-\Delta n\,E/2$,

$$
\Omega_2-\Omega_1=\Delta E-\Delta n\,\Delta\mu_S .
$$

The terminations are equally stable at $\Delta\mu^*=\Delta E/\Delta n$, and the sulfur-rich one is favoured above it. Setting $\Delta\mu_S=\Delta\mu^*$ in (1), multiplying by $2/kT$ and exponentiating gives

$$
p^*(T)=\frac{kT}{\lambda^3}\,\frac{kT}{2B}\,\frac{3e^{-u/2}}{1-e^{-u}}\,e^{2\Delta\mu^*/kT}. \quad (9)
$$

Its slope follows from $d\mu_{S_2}=-s\,dT+(kT/p)\,dp=0$ along the line:

$$
\frac{d\ln p^*}{dT}=\frac s{kT}. \quad (10)
$$

Take a model transition at $\Delta\mu^*=-1.40$ eV, a chosen value and not a computed MoS$_2$ edge energy. From the 1 Torr result,

$$
p^*=1\ \mathrm{Torr}\times\exp\frac{2(-1.400+1.48945)}{0.08617}\simeq8.0\ \mathrm{Torr}
$$

at 1000 K. The line passes through $8.4\times10^{-4}$ Torr at 800 K and $4.1\times10^3$ Torr at 1200 K. The slope at 1000 K is 0.0371 K$^{-1}$, so heating by 10 K raises the required pressure by a factor of about 1.4. At a fixed 1 Torr the transition occurs at 947 K, with the sulfur-rich edge on the cooler side.

The same steepness appears at fixed pressure. At 1 Torr, $\Delta\mu_S$ is $-1.156$, $-1.489$ and $-1.830$ eV at 800, 1000 and 1200 K. The local slope at 1000 K is $-s/2=-1.69$ meV/K.

## Stage 7: where the model gives way

**Molecular structure.** A real bond is anharmonic and stretches as it rotates. To size this I solved the radial Schrödinger equation in a Morse well of rough depth 4.4 eV with the same bond length and $\hbar\omega$. The method was diagonalisation on a sinc-function grid of 181 points, 1 pm apart, for odd $N$ up to 261. Relative to the rigid rotor and harmonic oscillator, $\Delta\mu_S$ moves by $-0.9$ meV at 1000 K. A rough spin splitting of 3 meV, together with a doubly degenerate singlet at roughly 0.55 eV, moves it by $-0.05$ meV, provided $E$ refers to the mean energy of the three spin states.

**Gas imperfection.** To leading order a second virial coefficient $b$ adds $bp$ to $\mu_{S_2}$. For a rough size $|b|=0.2$ nm$^3$ the change per sulfur atom is about $10^{-7}$ eV at 1 Torr.

**Other vapour species.** In (1) $p$ is the partial pressure of S$_2$, not the total sulfur pressure. If forming one molecule S$_j$ from $j/2$ molecules S$_2$ releases heat $H_j$ and lowers the standard entropy by $S_j$, equilibrium requires

$$
\frac{p_j}{p_0}=\Big(\frac p{p_0}\Big)^{j/2}e^{H_j/kT-S_j/k}.
$$

Rough values for S$_3$, $H_3=0.5$ eV and $S_3=9k$, give $p_3/p=1.5\times10^{-3}$ at 1000 K and 1 Torr. For S$_8$, rough values of 4.3 eV and $58k$ make the S$_8$ and S$_2$ pressures equal, at 1 Torr each, near 640 K. A cooler source can therefore emit mainly larger molecules even where S$_2$ dominates over the hot substrate. The species S$_4$ to S$_7$ are not sized here.

**Vibrations of the solid.** This is the largest of the corrections sized here. Suppose each added sulfur atom brings three harmonic modes of rough quantum $\hbar\omega_s=45$ meV and leaves the other modes unchanged. By (6), its vibrational free energy is

$$
F_s=3kT\ln\Big[2\sinh\frac{\hbar\omega_s}{2kT}\Big]=-0.165\ \mathrm{eV}
$$

at 1000 K. The transition moves from $\Delta\mu^*$ to $\Delta\mu^*+F_s$, and its pressure is multiplied by $e^{2F_s/kT}=0.022$. The model boundary at 1000 K drops from 8.0 to about 0.17 Torr. Because $F_s$ depends on $T$, (10) becomes $d\ln p^*/dT=(s-2s_s)/kT$, with $s_s=-dF_s/dT$ the entropy of the three modes. The slope at 1000 K falls to 0.031 K$^{-1}$, and the transition at 1 Torr moves from 947 K to about 1060 K. At 1000 K, including gas vibrations while omitting those of the solid thus keeps a term of 0.004 eV and drops one of 0.165 eV. The gas term is half of one stiff mode per atom, and its zero-point and thermal parts, each about 0.02 eV, nearly cancel around this temperature. The ordering depends on temperature: at 600 K both terms are about 0.017 eV in size. When two terminations are compared, only the difference in their vibrational free energies matters, and it should be computed from their actual modes.

## Beside a real growth reactor

MoS$_2$ monolayers can be grown from sulfur vapour at temperatures near 1000 K. The bond length and vibrational quantum are close to those of S$_2$. The pressure of 1 Torr is only an example, because the S$_2$ partial pressure at the substrate depends on the sulfur source and the gas flow. In a real reactor the gas at the surface need not match the supply, because sulfur is consumed and must diffuse through the carrier gas. If the local S$_2$ pressure is ten times below the supplied value at 1000 K, $\Delta\mu_S$ is lower by 0.099 eV. Added hydrogen also converts some S$_2$ to H$_2$S. Equation (1) still gives the chemical potential per sulfur atom in the remaining S$_2$, but the S$_2$ partial pressure must then be measured or found from the gas reactions. To read a growth setting from the diagram, one needs the local temperature and either the local S$_2$ pressure or another route to the sulfur chemical potential, such as the H$_2$S and H$_2$ pressures when these gases are in equilibrium with the edge. Sulfur exchange at the edge must also be fast compared with growth.
